# Isotropic centre-of-mass scattering and the spectrum of recoil energies: a numerical check

```python
# Result under test: a projectile (mass m1, energy E) hits a free atom (mass m2)
# at rest, elastically. If the final relative velocity is isotropic in the
# centre-of-mass (CM) frame, the recoil energy T is uniform on [0, Tmax], with
# Tmax = 4 m1 m2 E/(m1+m2)^2, so the mean of T is Tmax/2 for any mass ratio.
# theta: CM deflection angle; b: impact parameter; Q: inelastic energy loss.
# Units: eV, nm, u; speeds in sqrt(eV/u) unless converted for printing.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9      # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]
SPEED_UNIT = np.sqrt(const.e / const.atomic_mass)            # m/s
energy = 1000.0
m_si, z_si = 28.0, 14
projectiles = {"B": (11.0, 5), "Si": (28.0, 14), "As": (75.0, 33)}
beam = np.array([0.0, 0.0, 1.0])


def t_max(m1, m2, e):
    return 4 * m1 * m2 * e / (m1 + m2) ** 2


def isotropic(count):
    """Directions from Gaussian vectors: isotropic by rotational symmetry."""
    g = rng.normal(size=(count, 3))
    return g / np.linalg.norm(g, axis=1)[:, None]


def collide(m1, m2, v1, v2, n, loss=0.0):
    """Final laboratory velocities for final relative direction n."""
    total = m1 + m2
    v_cm = (m1 * v1 + m2 * v2) / total
    rel = np.linalg.norm(v1 - v2)
    e_cm = 0.5 * m1 * m2 / total * rel**2
    after = rel * np.sqrt(1 - loss / e_cm) * n
    return v_cm + m2 / total * after, v_cm - m1 / total * after


def kinetic(m, v):
    return 0.5 * m * np.sum(v**2, axis=-1)


# ZBL universal screened repulsion
ZC = np.array([0.1818, 0.5099, 0.2802, 0.02817])
ZD = np.array([3.2, 0.9423, 0.4029, 0.2016])


def screening_length(z1, z2):
    return 0.8854 * BOHR / (z1**0.23 + z2**0.23)


def potential(r, z1, z2, screened=True):
    bare = z1 * z2 * COULOMB / r
    if not screened:
        return bare
    x = np.asarray(r) / screening_length(z1, z2)
    return bare * (np.exp(-np.multiply.outer(x, ZD)) @ ZC)


def force(r, z1, z2):
    a = screening_length(z1, z2)
    terms = ZC * np.exp(-ZD * r / a) * (1 / r**2 + ZD / (a * r))
    return z1 * z2 * COULOMB * np.sum(terms)


gx, gw = np.polynomial.legendre.leggauss(80)
ANGLE, ANGLE_W = (gx + 1) * np.pi / 4, gw * np.pi / 4


def deflection(b, e_cm, z1, z2, screened=True):
    """CM deflection angle from the classical scattering integral."""
    def radial(r):
        return r * r * (1 - potential(r, z1, z2, screened) / e_cm) - b * b
    top = 1.01 * (b + z1 * z2 * COULOMB / e_cm)
    r0 = brentq(radial, 1e-9, top, xtol=1e-16, rtol=1e-14, maxiter=500)
    u = np.cos(ANGLE)
    root = 1 - potential(r0 / u, z1, z2, screened) / e_cm - (b * u / r0) ** 2
    return np.pi - 2 * b / r0 * np.sum(ANGLE_W * np.sin(ANGLE) / np.sqrt(root))


def share(b, e_cm, z1, z2, screened=True):
    return np.sin(deflection(b, e_cm, z1, z2, screened) / 2) ** 2


# Newton's equations in the laboratory frame against the recoil formula
def newton_recoil(m1, z1, b):
    v = np.sqrt(2 * energy / m1)

    def rhs(t, y):
        d = y[0:2] - y[2:4]
        r = np.hypot(d[0], d[1])
        f = force(r, z1, z_si) * d / r
        return np.concatenate([y[4:8], f / m1, -f / m_si])
    start = [b, -1.0, 0, 0, 0, v, 0, 0]
    sol = solve_ivp(rhs, (0, 4 / v), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return kinetic(m_si, sol.y[6:8, -1])


worst_newton = 0.0
for name in ("B", "As"):
    m1, z1 = projectiles[name]
    e_cm = energy * m_si / (m1 + m_si)
    for b in (0.0, 0.01, 0.04):
        formula = t_max(m1, m_si, energy) * share(b, e_cm, z1, z_si)
        error = abs(newton_recoil(m1, z1, b) - formula)
        worst_newton = max(worst_newton, error)
assert worst_newton < 1e-2      # eV; finite start distance and quadrature

print(f"Projectile energy: {energy:.0f} eV; target Si mass {m_si:.0f} u")
print(f"Newton vs recoil formula, worst gap: {worst_newton:.1e} eV")

# Isotropic directions: flat spectrum and mean for three mass ratios
count = 400000
for name, (m1, z1) in projectiles.items():
    v1 = np.sqrt(2 * energy / m1) * beam
    n = isotropic(count)
    p_out, r_out = collide(m1, m_si, v1, 0 * beam, n)
    recoil = kinetic(m_si, r_out)
    assert np.allclose(kinetic(m1, p_out) + recoil, energy)
    assert np.allclose(m1 * p_out + m_si * r_out, m1 * v1)
    top = t_max(m1, m_si, energy)
    tenths = np.histogram(recoil, bins=10, range=(0, top))[0] / count
    assert np.max(abs(tenths - 0.1)) < 0.0025    # about five sigma
    assert abs(recoil.mean() / top - 0.5) < 0.0025
    opposite = kinetic(m_si, collide(m1, m_si, v1, 0 * beam, -n)[1])
    assert np.allclose(recoil + opposite, top)
    print(f"{name} ({m1:.0f} u): Tmax {top:.1f} eV, Tmax/2 {top/2:.1f} eV")
    print(f"  sampled mean {recoil.mean():.1f} eV; share of each tenth"
          f" {tenths.min():.4f} to {tenths.max():.4f}")
    if name == "B":
        b_recoil, b_cos = recoil, n @ beam

m_b, z_b = projectiles["B"]
top_b = t_max(m_b, m_si, energy)
v_b = np.sqrt(2 * energy / m_b)
v_cm = m_b * v_b / (m_b + m_si)
e_cm_b = energy * m_si / (m_b + m_si)
assert abs(b_recoil.mean() - m_si * v_cm**2) < 0.0025 * top_b
print(f"B speed: {v_b*SPEED_UNIT/1e3:.1f} km/s; CM speed:"
      f" {v_cm*SPEED_UNIT/1e3:.1f} km/s; CM energy: {e_cm_b:.1f} eV")

# Angle bands that should carry equal quarters of sphere and energy range
theta = np.degrees(np.arccos(np.clip(b_cos, -1, 1)))
edges = [0, 60, 90, 120, 180]
for i in range(4):
    inside = (theta >= edges[i]) & (theta < edges[i + 1])
    low, high = b_recoil[inside].min(), b_recoil[inside].max()
    assert abs(inside.mean() - 0.25) < 0.0035
    assert abs(low - i * top_b / 4) < 0.1
    assert abs(high - (i + 1) * top_b / 4) < 0.1
    print(f"B band {edges[i]}-{edges[i+1]} deg: sphere share"
          f" {inside.mean():.4f}, T {low:.1f} to {high:.1f} eV")

threshold = 15.0
below = np.mean(b_recoil < threshold)
assert abs(below - threshold / top_b) < 0.0012
print(f"Rough displacement threshold: {threshold:.0f} eV")
print(f"B recoils below it: flat law {100*threshold/top_b:.2f} %,"
      f" sampled {100*below:.2f} %")

# Counterexample: theta itself uniform keeps the mean but not the flatness
angles = (np.arange(100000) + 0.5) * np.pi / 100000
dirs = np.stack([np.sin(angles), 0 * angles, np.cos(angles)], axis=1)
x = kinetic(m_si, collide(m_b, m_si, v_b * beam, 0 * beam, dirs)[1]) / top_b
first, middle = np.mean(x < 0.1), np.mean((x > 0.45) & (x < 0.55))
assert abs(x.mean() - 0.5) < 1e-6 and first > 2 * middle
assert abs(first - 2 / np.pi * np.arcsin(np.sqrt(0.1))) < 1e-4
print(f"Uniform theta: mean T/Tmax {x.mean():.4f}, lowest tenth"
      f" {first:.4f}, central tenth {middle:.4f}")

# Hard spheres: impulse along the line of centres, uniform beam over the disc
points = rng.uniform(-1, 1, size=(500000, 2))
points = points[np.sum(points**2, axis=1) < 1]
b2 = np.sum(points**2, axis=1)
normal = np.column_stack([-points, np.sqrt(1 - b2)])   # projectile to target
v_normal = v_b * normal[:, 2]
impulse = 2 * m_b * m_si / (m_b + m_si) * v_normal
hard = impulse**2 / (2 * m_si)
rel_after = v_b * beam - 2 * v_normal[:, None] * normal
hard_cos = rel_after[:, 2] / v_b
assert np.allclose(hard, top_b * (1 - b2))
assert np.allclose(np.sqrt(b2), np.sqrt((1 + hard_cos) / 2), atol=1e-7)
cos_tenths = np.histogram(hard_cos, bins=10, range=(-1, 1))[0] / len(b2)
hard_tenths = np.histogram(hard, bins=10, range=(0, top_b))[0] / len(b2)
assert np.max(abs(cos_tenths - 0.1)) < 0.0025
assert np.max(abs(hard_tenths - 0.1)) < 0.0025
print(f"Hard spheres: mean T {hard.mean():.1f} eV, share of each tenth"
      f" {hard_tenths.min():.4f} to {hard_tenths.max():.4f}")

# Real repulsion: mean T/Tmax among recoils above Tmax/10 (no cutoff needed)
for b in (0.01, 0.1, 0.3):
    rutherford = 2 * np.arctan(z_b * z_si * COULOMB / (2 * e_cm_b * b))
    assert abs(deflection(b, e_cm_b, z_b, z_si, False) - rutherford) < 1e-6


def hard_recoil_mean(e_cm, screened=True):
    edge = brentq(lambda b: share(b, e_cm, z_b, z_si, screened) - 0.1,
                  1e-5, 2.0)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    values = [share(edge * np.sqrt((s + 1) / 2), e_cm, z_b, z_si, screened)
              for s in nodes]
    return np.dot(weights, values) / 2


flat_mean = b_recoil[b_recoil > 0.1 * top_b].mean() / top_b
coulomb_mean = hard_recoil_mean(e_cm_b, False)
assert abs(flat_mean - 0.55) < 0.003
assert abs(coulomb_mean - np.log(10) / 9) < 1e-5
print("Mean T/Tmax among recoils above Tmax/10:")
print(f"  isotropic, sampled {flat_mean:.3f}; pure Coulomb {coulomb_mean:.3f}")
previous = flat_mean
for e in (100.0, 1000.0, 10000.0):
    value = hard_recoil_mean(e * m_si / (m_b + m_si))
    assert coulomb_mean < value < previous
    previous = value
    print(f"  ZBL, B at {e:.0f} eV: {value:.3f}")

lattice = 0.543
spacing = lattice / 2                     # N^(-1/3), eight atoms per cube
b_cell = spacing / np.sqrt(np.pi)


def cell_mean(order):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    s = (nodes + 1) / 2
    values = [share(b_cell * q, e_cm_b, z_b, z_si) for q in s]
    return np.dot(weights, 2 * s * values) / 2


zbl_cell = cell_mean(100)
assert abs(zbl_cell - cell_mean(60)) < 1e-5 and zbl_cell < 0.25
b_half = brentq(lambda b: share(b, e_cm_b, z_b, z_si) - 0.5, 1e-5, 1.0)
print(f"Si lattice constant {lattice:.3f} nm; N^(-1/3) {spacing:.4f} nm;"
      f" largest b {b_cell:.4f} nm")
print(f"ZBL mean T per atom met, B at 1 keV: {zbl_cell*top_b:.1f} eV"
      f" = {zbl_cell:.4f} Tmax")
print(f"ZBL share of encounters above Tmax/2: {100*(b_half/b_cell)**2:.2f} %"
      f" (b below {b_half:.4f} nm)")

# Electronic loss over one interatomic distance (Lindhard-Scharff estimate)
v_atomic = v_b * SPEED_UNIT / (const.alpha * const.c)
z_factor = z_b**(7/6) * z_si / (z_b**(2/3) + z_si**(2/3))**1.5
stopping = 8 * np.pi * z_factor * v_atomic * HARTREE * BOHR**2   # eV nm^2
loss = stopping / spacing**2
axis = isotropic(1)[0]


def pair_mean(v_target, q):
    """Mean energy gained by the target; opposite directions average exactly."""
    gains = [kinetic(m_si, collide(m_b, m_si, v_b * beam, v_target, s * axis,
                                   q)[1]) for s in (1, -1)]
    return np.mean(gains) - kinetic(m_si, v_target)


loss_change = pair_mean(0 * beam, loss) / (top_b / 2) - 1
assert abs(loss_change + loss / (2 * e_cm_b)) < 1e-10
lossy = kinetic(m_si, collide(m_b, m_si, v_b * beam, 0 * beam,
                              isotropic(count), loss)[1])
f = np.sqrt(1 - loss / e_cm_b)
limits = (top_b * (1 - f)**2 / 4, top_b * (1 + f)**2 / 4)
assert lossy.min() > limits[0] - 1e-9 and lossy.max() < limits[1] + 1e-9
lossy_tenths = np.histogram(lossy, bins=10, range=limits)[0] / count
assert np.max(abs(lossy_tenths - 0.1)) < 0.0025
print(f"Electronic loss per interatomic distance: {loss:.2f} eV")
print(f"  if lost in the collision, mean T changes by {100*loss_change:.2f} %")
print(f"  flat range becomes {limits[0]:.4f} to {limits[1]:.2f} eV")

# Target motion along the beam, thermal plus zero-point, Debye model
temperature, debye = 300.0, 640.0
k_ev = const.k / const.e
integral = quad(lambda y: 1.5 * y**3 / np.tanh(y * debye / (2 * temperature)),
                0, 1)[0]
w = np.sqrt(k_ev * debye * integral / m_si)
motion_change = pair_mean(w * beam, 0.0) / (top_b / 2) - 1
first_order = (m_si / m_b - 1) * w / v_b
assert abs(motion_change - first_order) < 2 * m_si / m_b * (w / v_b)**2
print(f"Si at {temperature:.0f} K, rough Debye temperature {debye:.0f} K:"
      f" rms speed along beam {w*SPEED_UNIT:.0f} m/s")
print(f"  one rms speed along beam changes mean transfer by"
      f" {100*motion_change:.2f} %")
rest_energy = m_b * const.atomic_mass * const.c**2 / const.e
print(f"Relativity, E/(M1 c^2) for B: {energy/rest_energy:.1e}")
assert 1 - 2 * zbl_cell > 10 * max(abs(loss_change), abs(motion_change))
print("done: every assertion held")
```

Output:

```
Projectile energy: 1000 eV; target Si mass 28 u
Newton vs recoil formula, worst gap: 1.2e-06 eV
B (11 u): Tmax 810.0 eV, Tmax/2 405.0 eV
  sampled mean 404.4 eV; share of each tenth 0.0987 to 0.1007
Si (28 u): Tmax 1000.0 eV, Tmax/2 500.0 eV
  sampled mean 500.1 eV; share of each tenth 0.0994 to 0.1009
As (75 u): Tmax 791.8 eV, Tmax/2 395.9 eV
  sampled mean 396.3 eV; share of each tenth 0.0992 to 0.1010
B speed: 132.4 km/s; CM speed: 37.4 km/s; CM energy: 717.9 eV
B band 0-60 deg: sphere share 0.2504, T 0.0 to 202.5 eV
B band 60-90 deg: sphere share 0.2510, T 202.5 to 405.0 eV
B band 90-120 deg: sphere share 0.2499, T 405.0 to 607.5 eV
B band 120-180 deg: sphere share 0.2487, T 607.5 to 810.0 eV
Rough displacement threshold: 15 eV
B recoils below it: flat law 1.85 %, sampled 1.85 %
Uniform theta: mean T/Tmax 0.5000, lowest tenth 0.2048, central tenth 0.0638
Hard spheres: mean T 404.8 eV, share of each tenth 0.0994 to 0.1006
Mean T/Tmax among recoils above Tmax/10:
  isotropic, sampled 0.549; pure Coulomb 0.256
  ZBL, B at 100 eV: 0.363
  ZBL, B at 1000 eV: 0.330
  ZBL, B at 10000 eV: 0.288
Si lattice constant 0.543 nm; N^(-1/3) 0.2715 nm; largest b 0.1532 nm
ZBL mean T per atom met, B at 1 keV: 22.0 eV = 0.0272 Tmax
ZBL share of encounters above Tmax/2: 1.35 % (b below 0.0178 nm)
Electronic loss per interatomic distance: 5.58 eV
  if lost in the collision, mean T changes by -0.39 %
  flat range becomes 0.0031 to 806.84 eV
Si at 300 K, rough Debye temperature 640 K: rms speed along beam 329 m/s
  one rms speed along beam changes mean transfer by 0.38 %
Relativity, E/(M1 c^2) for B: 9.8e-08
done: every assertion held
```
